# Where Interstitials from an End-of-Range Band Leave a Silicon Film

**The system.** A crystalline silicon film lies on a buried oxide. Ion implantation has left a thin band of end-of-range defects parallel to the surface, at distance $a=30$ nm below the surface and $b=10$ nm above the oxide. The film thickness is $L=a+b=40$ nm. During an anneal at 800 °C the band dissolves by emitting silicon self-interstitials.

Let $x$ be the depth below the surface, and let $C(x,t)$ be the interstitial concentration in excess of its equilibrium value. The interstitials diffuse in one dimension with uniform diffusivity $D$. Unless a part says otherwise, there is no drift and no loss inside the film, and both interfaces absorb perfectly, so that $C(0,t)=C(L,t)=0$. "Reaching the oxide" means being absorbed at the silicon/oxide interface.

## Part (a): steady emission

**Question.** The band releases a constant net number $G$ of interstitials per unit area and time, where net means release minus recapture. Show that 75 percent of them reach the oxide.

**Answer.** In the steady state, away from the band, the diffusion equation reduces to $D\,C''=0$, so $C$ is a straight line on each side. Let $C_a$ be its value at the band. With the boundary conditions,

$$C=C_a\frac{x}{a}\quad(x<a),\qquad C=C_a\frac{L-x}{b}\quad(x>a).$$

The flux in the direction of increasing $x$ is $-D\,C'$. On the left it equals $-DC_a/a$, where the minus sign means flow toward the surface. On the right it equals $+DC_a/b$. The two outward fluxes, both counted positive, are therefore

$$J_s=\frac{DC_a}{a},\qquad J_o=\frac{DC_a}{b}.$$

Nothing accumulates at the band, so

$$G=J_s+J_o=DC_a\,\frac{a+b}{ab},\qquad\text{hence}\qquad C_a=\frac{G}{D}\,\frac{ab}{L}.$$

Inserting $C_a$ into the fluxes gives

$$\frac{J_o}{G}=\frac{a}{L}=\frac{30}{40}=75\ \text{percent},\qquad \frac{J_s}{G}=\frac{b}{L}=25\ \text{percent}.$$

In a film of given thickness, the share of each interface is proportional to the distance between the band and the other interface. Both interfaces hold $C=0$, so the nearer one has the steeper gradient and receives the larger flux. The diffusivity cancels because it multiplies both fluxes. A band in mid-film would give equal shares, and a band close to the oxide would send nearly everything there.

## Part (b): a dissolving band

**Question.** The band stores $Q=5\times10^{13}$ cm⁻² interstitials and releases them at the net rate $G(t)=(Q/\tau)e^{-t/\tau}$, with $\tau=500$ s. Take $D=2\times10^{-9}$ cm²/s. Find the initial fluxes, the initial peak concentration and the total dose absorbed at each interface. Is the steady result applicable?

**Answer.** The initial emission rate is

$$G=\frac{5\times10^{13}}{500}=1\times10^{11}\ \text{cm}^{-2}\,\text{s}^{-1}.$$

Of this, $7.5\times10^{10}$ cm⁻² s⁻¹ flows to the oxide and $2.5\times10^{10}$ cm⁻² s⁻¹ to the surface. Since $ab/L=300/40=7.5$ nm $=7.5\times10^{-7}$ cm,

$$C_a=\frac{(1\times10^{11})(7.5\times10^{-7})}{2\times10^{-9}}=3.75\times10^{13}\ \text{cm}^{-3}.$$

This is the peak shortly after the start, once the profile has formed.

The steady picture applies if the emission changes little while an interstitial crosses the film. The mobile content per unit area is the area of the triangular profile, $\tfrac12LC_a=Gab/(2D)$. In a steady state, content divided by throughput is the mean residence time:

$$t_{\rm res}=\frac{ab}{2D}=\frac{300\ \text{nm}^2}{2\,(2\times10^{5}\ \text{nm}^2/\text{s})}=0.75\ \text{ms}.$$

The ratio $t_{\rm res}/\tau=1.5\times10^{-6}$ is the relative change of the emission rate during one residence time. The profile therefore follows the emission closely, and the shares of part (a) hold throughout the dissolution, apart from the first few milliseconds. The total doses are $3.75\times10^{13}$ cm⁻² at the oxide and $1.25\times10^{13}$ cm⁻² at the surface.

## Part (c): recapture, band width and sudden release

**Question.** Suppose that the band has a finite width, recaptures interstitials and emits them again, with any time dependence. What fraction finally reaches the oxide? Does the same fraction hold at each instant after a sudden release?

**Answer.** Let $S(x,t)$ be the concentration of stored interstitials. Storage and release exchange atoms between $S$ and $C$ at a fixed depth, so

$$\frac{\partial}{\partial t}(C+S)=D\,\frac{\partial^2C}{\partial x^2}.$$

Multiply by $x$, integrate over the film, and integrate the right side by parts:

$$\frac{d}{dt}\int_0^L x(C+S)\,dx=D\big[xC'\big]_0^L-D\int_0^LC'\,dx
=DL\,C'(L)-D\,[C(L)-C(0)].$$

The last bracket vanishes at perfect absorbers. The outward flux at the oxide is $J_o=-D\,C'(L)$, so the right side equals $-LJ_o$.

Now integrate over time until all the excess and stored interstitials have left. If $N$ of them per unit area were present at first, with mean depth $\bar x$, the integral on the left falls from $N\bar x$ to zero. With $N_o$ the total number absorbed at the oxide,

$$-N\bar x=-LN_o,\qquad\text{so}\qquad \frac{N_o}{N}=\frac{\bar x}{L}.$$

Only the initial mean depth enters. A band whose stored atoms have a mean depth of 30 nm gives 75 percent whatever its width, and a shift of this mean depth by 1 nm changes the share by $1/40$, or 2.5 percentage points.

As an example, place stored atoms at points 0.5 nm apart from 22 to 34 nm, with weights proportional to $x-20$ nm. Their mean depth is 29.625 nm, so the predicted share is 74.06 percent. A numerical solution of the diffusion equation on this grid, with release rate $5D/L^2$ and capture rate $50D/L^2$ in the band, also gives 74.06 percent. Each atom was emitted 3.3 times on average. The percentage therefore counts each atom once, by its final destination; it is not a share of emission events.

The instantaneous share is different. Let $N$ atoms per unit area be released together at $x=a$. The sine functions that vanish at both interfaces give

$$C=\sum_{n=1}^{\infty}A_n\sin\frac{n\pi x}{L}\,e^{-n^2\pi^2Dt/L^2},\qquad A_n=\frac{2N}{L}\sin\frac{n\pi a}{L}.$$

The coefficient follows by multiplying the initial spike by $\sin(n\pi x/L)$ and integrating, since the integral of the squared sine is $L/2$. At late times the term $n=1$ dominates, because the next one decays four times as fast. It is symmetric about mid-film, so the late flux divides equally.

At early times the nearer interface is favoured. The same numerical method, with all atoms released at 30 nm, gives these oxide shares of the instantaneous flux:

| Time after release | Oxide share of flux |
|---|---|
| 0.1 ms | 99.99 percent |
| 0.5 ms | 72 percent |
| 1.0 ms | 53.5 percent |
| 5.0 ms | 50.0 percent |

The total over all times is still 75 percent. The early excess at the oxide balances the even division later.

## Part (d): imperfect interfaces

**Question.** Suppose that the outward flux at an interface is $D C_{\rm wall}/\lambda$, where $C_{\rm wall}$ is the excess concentration there. The absorption length $\lambda$ is $\lambda_s$ at the surface and $\lambda_o$ at the oxide. Find the steady oxide share.

**Answer.** At the surface the concentration is now $\lambda_sJ_s/D$. It rises linearly by $aJ_s/D$ between surface and band. The same argument holds on the oxide side, so

$$C_a=\frac{J_s(a+\lambda_s)}{D}=\frac{J_o(b+\lambda_o)}{D}.$$

Thus $J_s=J_o(b+\lambda_o)/(a+\lambda_s)$, and

$$f=\frac{J_o}{J_s+J_o}=\frac{a+\lambda_s}{L+\lambda_s+\lambda_o}.$$

For these steady fluxes, each interface acts like a perfect absorber moved outward by its absorption length. Equal lengths of 1, 5 and 10 nm give 73.8, 70.0 and 66.7 percent. With a perfect surface and $\lambda_o=10$ nm, the share is $30/50=60$ percent. If both lengths are equal and much larger than $L$, diffusion no longer distinguishes the interfaces and $f$ tends to one half.

## Part (e): traps and drift

**Question.** Estimate separately, with perfect interfaces and steady emission, the effect of (i) permanent traps of density $N_t=10^{16}$ cm⁻³ and capture radius $r=0.5$ nm, and (ii) a 10 mV potential drop across the film acting on singly charged interstitials.

**Answer.** (i) Around one absorbing sphere the steady concentration is $C(1-r/\rho)$ at distance $\rho$ from its centre. Its gradient at $\rho=r$ is $C/r$, so the capture rate is $4\pi r^2D\,C/r=4\pi rDC$. For widely spaced, unfilled traps the film equation becomes

$$C''=\frac{C}{\ell^2},\qquad \ell=\frac{1}{\sqrt{4\pi rN_t}}=126\ \text{nm}.$$

The solutions that vanish at the interfaces are

$$C=C_a\frac{\sinh(x/\ell)}{\sinh(a/\ell)}\ (x<a),\qquad C=C_a\frac{\sinh[(L-x)/\ell]}{\sinh(b/\ell)}\ (x>a).$$

The slope at the oxide gives $J_o=DC_a/[\ell\sinh(b/\ell)]$. The slopes on the two sides of the band give the emission rate

$$G=\frac{DC_a}{\ell}\left(\coth\frac a\ell+\coth\frac b\ell\right)
=\frac{DC_a}{\ell}\,\frac{\sinh(L/\ell)}{\sinh(a/\ell)\sinh(b/\ell)},$$

by the addition formula for $\sinh$. Therefore

$$\frac{J_o}{G}=\frac{\sinh(a/\ell)}{\sinh(L/\ell)}=74.5\ \text{percent}.$$

Exchanging $a$ and $b$ gives 24.6 percent at the surface, so about 1 percent of the emission is trapped. This cannot last. At one atom per trap, the film can hold $N_tL=4\times10^{10}$ cm⁻², which is 0.08 percent of the stored dose.

(ii) At 800 °C, $k_BT/q=92.5$ mV. Let $V$ be the potential drop, positive when it drives the interstitials toward the oxide, and define $u=qV/(k_BT)$. Assume that the field is uniform across the film. The Einstein relation then gives the drift velocity $v=Du/L$. The flux $vC-DC'$ equals $-J_s$ on the left and $+J_o$ on the right. With $C=0$ at the interfaces,

$$C=\frac{J_s}{v}\left(e^{vx/D}-1\right)\ (x<a),\qquad C=\frac{J_o}{v}\left(1-e^{-v(L-x)/D}\right)\ (x>a).$$

Equality at the band requires $J_s(e^{ua/L}-1)=J_o(1-e^{-ub/L})$. Solving for the oxide share,

$$f=\frac{J_o}{J_s+J_o}=\frac{e^{ua/L}-1}{e^{ua/L}-e^{-ub/L}}=\frac{1-e^{-ua/L}}{1-e^{-u}},$$

where the last step multiplies top and bottom by $e^{-ua/L}$. For $|u|=10/92.5=0.108$, the share is 76.0 percent with drift toward the oxide and 74.0 percent with drift toward the surface. As $u\to0$ it returns to $a/L$. In a real film at this temperature, mobile carriers can screen the field over a few nanometres, so the potential need not drop evenly. The share then depends on where the drop lies as well as on its size: the same 10 mV dropped abruptly at the band would give 77.0 or 72.9 percent.

## Part (f): relation to a real film

**Question.** Which assumption most needs attention before 75 percent is applied to a real film?

**Answer.** The geometry resembles a thin silicon-on-insulator film whose upper part was made amorphous by implantation and has since recrystallized from the narrow crystalline layer left above the oxide. The model applies after this recrystallization. The diffusivity, stored dose and dissolution time are rough model values. Reported interstitial diffusivities differ widely, but a different uniform $D$ leaves the ideal share unchanged. Stable dislocation loops can outlast the anneal. By the balance in part (c), the ideal share then holds for the interstitials that have left only if those still stored have the same mean depth as the original band. With the values chosen here, imperfect absorption can have the largest effect on the steady share: the four cases of part (d) lower it to between 73.8 and 60 percent. The formula of part (d) exceeds $a/L$ when $\lambda_sb>\lambda_oa$, so a surface length more than three times the oxide length would raise the share instead; $\lambda_s=10$ nm with a perfect oxide interface gives $40/50=80$ percent. These lengths are illustrations, not measurements, so a prediction for a particular film needs the absorption lengths of its own two interfaces.
